**Stability of a symmetric diblock melt before and after its junctions are cut**

The program finds the mean-field instability at $\chi N=10.495$ for intact diblocks and at $\chi N=4$ when every junction is cut. Here $\chi$ is the interaction per segment in units of $kT$, $N$ is the original diblock length, $x=(qR_g)^2$ uses the uncut chain's radius of gyration, and $p$ is the fraction of chains cut. It asserts that the derived threshold formula agrees with partition functions of chains in a weak cosine field, and that the uncut minimum agrees with explicit sums over 200 beads. Nonlinear self-consistent field runs in a box of one critical period bracket the uncut threshold between 10.2 and 10.8, and the cut threshold at that wavelength between 6.5 and 7.2. At $\chi N=8$ the intact melt relaxes to a uniform state, while the cut melt keeps a peak A fraction of 0.79 in the same box and reaches 0.979 in a wide one. The wavevector of instability reaches zero near $p=2/3$, where the threshold is 6. The output also sizes the effects of block dispersity, temperature, bead discreteness and composition fluctuations. The fluctuation variance of the intact melt grows by a factor of 1.96 when the distance from threshold is reduced fourfold, which marks the limit of the mean-field result.

## Check in Python

```python
"""
Result under test: a symmetric diblock melt is unstable in mean field at
chi*N = 10.495 (finite wavevector); with every junction cut it is unstable at
chi*N = 4 (zero wavevector). N is always the ORIGINAL diblock length.
Symbols: x = (q*Rg)^2 with Rg of the uncut chain; chi = interaction per segment
in kT; p = fraction of diblocks cut; g = Debye function of one block;
cross = 4*h^2 = normalized correlation between the two blocks of one chain.
Lengths inside the self-consistent field solver are in units of Rg.
"""
import numpy as np
import sympy as sp
from scipy.constants import k as k_boltzmann, e as e_charge
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import brentq, minimize_scalar
from scipy.stats import gamma


def debye(y):
    return 2 * (y + np.expm1(-y)) / y**2


def cross(x):
    return 4 * (np.expm1(-x / 2) / x)**2


def threshold(x, p):
    """Derived chi*N at which a wave of reduced wavevector x goes unstable."""
    return 4 / (debye(x / 2) - (1 - p) * cross(x))


def minimum(function, low=0.5, high=12.0):
    found = minimize_scalar(function, bounds=(low, high), method="bounded",
                            options={"xatol": 1e-8})
    return found.x, found.fun


x_star, chiN_diblock = minimum(lambda x: threshold(x, 0.0))
scan = np.linspace(1e-3, 40, 40000)
assert abs(threshold(scan, 0.0).min() - chiN_diblock) < 1e-5
assert np.argmin(threshold(scan, 1.0)) == 0

# Flory-Huggins free energy of the cut melt, multiplied by N
phi, interaction = sp.symbols("phi interaction", positive=True)
mixing = (2 * (phi * sp.log(phi) + (1 - phi) * sp.log(1 - phi))
          + interaction * phi * (1 - phi))
half = sp.Rational(1, 2)
curvature = sp.diff(mixing, phi, 2).subs(phi, half)
chiN_cut = float(sp.solve(curvature, interaction)[0])
quartic = float(sp.diff(mixing, phi, 4).subs(phi, half))
assert abs(threshold(1e-4, 1.0) - chiN_cut) < 1e-3


# Independent road 1: partition function of a chain in a weak cosine field
def threshold_from_partition(x, p, strength=0.02, waves=4):
    order = np.arange(-waves, waves + 1)
    diffusion = np.diag(x * order.astype(float)**2)
    cosine = 0.5 * (np.eye(len(order), k=1) + np.eye(len(order), k=-1))
    block_a = expm(-0.5 * (diffusion - strength * cosine))
    block_b = expm(-0.5 * (diffusion + strength * cosine))
    joined = np.log((block_b @ block_a)[waves, waves])
    separate = np.log(block_a[waves, waves]) + np.log(block_b[waves, waves])
    return 0.5 * strength**2 / ((1 - p) * joined + p * separate)


for x_test in (0.3, 1.0, x_star, 9.0):
    for p_test in (0.0, 0.4, 1.0):
        direct = threshold_from_partition(x_test, p_test)
        assert abs(direct / threshold(x_test, p_test) - 1) < 2e-3
assert abs(0.01 * threshold_from_partition(0.01, 0.0) / 12 - 1) < 0.01


# Independent road 2: explicit double sums over beads
def bead_threshold(x, beads):
    index = np.arange(beads)
    pair = np.exp(-x * np.abs(index[:, None] - index[None, :]) / beads)
    m = beads // 2
    return beads**2 / (pair[:m, :m].sum() - pair[:m, m:].sum())


# Independent road 3: nonlinear self-consistent fields from a segregated start
def relax(chiN, period, is_cut, points=32, rounds=1000, steps=40):
    ds = 0.5 / steps
    position = np.arange(points) * period / points
    wave = 2 * np.pi * np.fft.fftfreq(points, d=period / points)
    decay = np.exp(-ds * wave**2)[:, None]
    spread = np.fft.ifft(decay * np.fft.fft(np.eye(points), axis=0), axis=0).real
    weights = np.ones(steps + 1)
    weights[1:-1:2], weights[2:-1:2] = 4, 2
    weights *= ds / 3
    exchange = 4 * np.cos(2 * np.pi * position / period)
    pressure = np.zeros(points)

    def propagate(start, field):
        factor = np.exp(-0.5 * ds * field)
        step = factor[:, None] * spread * factor[None, :]
        path = np.empty((steps + 1, points))
        path[0] = start
        for i in range(steps):
            path[i + 1] = step @ path[i]
        return path

    one = np.ones(points)
    for _ in range(rounds):
        field_a, field_b = pressure - exchange, pressure + exchange
        free_a, free_b = propagate(one, field_a), propagate(one, field_b)
        if is_cut:
            back_a, back_b = free_a, free_b
            norm_a, norm_b = free_a[-1].mean(), free_b[-1].mean()
        else:
            back_a = propagate(free_b[-1], field_a)
            back_b = propagate(free_a[-1], field_b)
            norm_a = norm_b = (free_a[-1] * free_b[-1]).mean()
        phi_a = weights @ (free_a * back_a[::-1]) / norm_a
        phi_b = weights @ (free_b * back_b[::-1]) / norm_b
        exchange = exchange + 0.5 * (0.5 * chiN * (phi_a - phi_b) - exchange)
        pressure = pressure + 1.5 * (phi_a + phi_b - 1)
        pressure = pressure - pressure.mean()
    assert np.max(np.abs(phi_a + phi_b - 1)) < 0.01
    return phi_a.max()


# Worked example: round model parameters
N, chi, segment, volume, temperature = 200, 0.04, 0.7, 0.15, 450.0
chiN = chi * N
rg = segment * np.sqrt(N / 6)
period_reduced = 2 * np.pi / np.sqrt(x_star)
rise_wave = threshold(x_star, 1.0)
assert chiN_cut < chiN < chiN_diblock

peak_diblock = relax(chiN, period_reduced, False)
peak_cut = relax(chiN, period_reduced, True)
assert abs(peak_diblock - 0.5) < 1e-3 and peak_cut > 0.6
for other_period in (2.5, 4.5):
    assert abs(relax(chiN, other_period, False, rounds=400) - 0.5) < 1e-3
assert abs(relax(10.2, period_reduced, False) - 0.5) < 2e-3
assert relax(10.8, period_reduced, False) > 0.55
assert abs(relax(6.5, period_reduced, True) - 0.5) < 2e-3
assert relax(7.2, period_reduced, True) > 0.55

rich = brentq(lambda f: np.log(f / (1 - f)) - 0.5 * chiN * (2 * f - 1),
              0.6, 0.9999)
rich_profile = relax(chiN, 20.0, True, points=64)
assert abs(rich_profile - rich) < 0.01

x_bead, chiN_bead = minimum(lambda x: bead_threshold(x, N))
assert abs(chiN_bead - chiN_diblock) < 0.01

# Partial cutting
small_scan = np.linspace(1e-3, 15, 15000)
assert np.argmin(threshold(small_scan, 0.63)) > 0
assert np.argmin(threshold(small_scan, 0.70)) == 0
slope = lambda p: (threshold_from_partition(0.02, p)
                   - threshold_from_partition(0.01, p))
p_lifshitz = brentq(slope, 0.5, 0.9)
assert abs(p_lifshitz - 2 / 3) < 0.01
partial = {p: threshold(small_scan, p).min() for p in (0.1, 0.5, 0.8)}
assert abs(partial[0.8] - 4 / 0.8) < 0.01
p_needed = brentq(lambda p: threshold(small_scan, p).min() - chiN, 0.01, 0.99)

# Neglected effect: independent gamma-distributed block lengths
dispersity = 1.1
shape = 1 / (dispersity - 1)


def dispersed(x, is_cut):
    laplace = (1 + x / (2 * shape))**(-shape)
    same = 2 * (x / 2 + laplace - 1) / x**2
    between = 0.0 if is_cut else ((1 - laplace) / x)**2
    return 1 / (same - between)


lengths = gamma(shape, scale=0.5 / shape)
same_sum = quad(lambda u: lengths.pdf(u) * u**2 * debye(3 * u), 1e-9, 4)[0]
end_sum = quad(lambda u: lengths.pdf(u) * -np.expm1(-3 * u) / 3, 1e-9, 4)[0]
assert abs(dispersed(3.0, False) * (same_sum - end_sum**2) - 1) < 1e-5
disperse_diblock = minimum(lambda x: dispersed(x, False))[1]
disperse_cut = dispersed(1e-4, True)
assert abs(disperse_cut - 4 / dispersity) < 1e-3

# Neglected effect: composition fluctuations beyond those at chi = 0
prefactor = volume * N / (2 * np.pi**2 * rg**3)


def excess_variance(strength, p):
    def integrand(k):
        c = threshold(k * k, p)
        return k * k * strength / (2 * c * (c - strength))
    k_star = np.sqrt(x_star)
    edges = [0.003, k_star - 0.2, k_star, k_star + 0.2, 6.0, np.inf]
    return prefactor * sum(quad(integrand, lo, hi, limit=300)[0]
                           for lo, hi in zip(edges[:-1], edges[1:]))


variance_diblock = excess_variance(chiN, 0.0)
variance_cut = excess_variance(chiN_cut, 1.0)
shift_cut = quartic * variance_cut / 4
growth = (excess_variance(chiN_diblock - 0.0025, 0.0)
          / excess_variance(chiN_diblock - 0.01, 0.0))
assert 1.8 < growth < 2.2

# Neglected effect: temperature, taking chi proportional to 1/T
cold, hot = (chiN * temperature / (temperature + dt) for dt in (-30, 30))
energy = chi * k_boltzmann * temperature / e_charge * 1000

print(f"uncut threshold chi*N: {chiN_diblock:.3f}")
print(f"uncut critical x = (q Rg)^2: {x_star:.3f}")
print(f"cut threshold chi*N: {chiN_cut:.3f}")
print(f"ratio of thresholds: {chiN_diblock / chiN_cut:.3f}")
print(f"g at critical x: {debye(x_star / 2):.4f}")
print(f"cross term 4h^2 at critical x: {cross(x_star):.4f}")
print(f"cut-chain chi*N at that same x: {rise_wave:.3f}")
print(f"partition-function check, uncut: "
      f"{threshold_from_partition(x_star, 0.0):.3f}")
print(f"cut fraction where wavevector reaches 0: {p_lifshitz:.3f}")
print(f"chi*N at cut fraction 2/3: {threshold(small_scan, 2/3).min():.3f}")
for p, value in partial.items():
    print(f"chi*N threshold at cut fraction {p:.1f}: {value:.3f}")
print(f"example N: {N} segments")
print(f"example chi: {chi:.3f}")
print(f"example chi*N: {chiN:.2f}")
print(f"segment length b: {segment:.2f} nm")
print(f"segment volume: {volume:.2f} nm^3")
print(f"temperature: {temperature:.0f} K")
print(f"chi*kT: {energy:.2f} meV")
print(f"Rg of uncut chain: {rg:.2f} nm")
print(f"critical period of uncut chain: {period_reduced * rg:.2f} nm")
print(f"N at uncut threshold for this chi: {chiN_diblock / chi:.1f}")
print(f"N at cut threshold for this chi: {chiN_cut / chi:.1f}")
print(f"cut fraction needed for instability: {p_needed:.3f}")
print(f"peak A fraction, uncut, critical-period box: {peak_diblock:.4f}")
print(f"peak A fraction, cut, same box: {peak_cut:.4f}")
print(f"coexisting A-rich fraction (Flory-Huggins): {rich:.4f}")
print(f"peak A fraction, cut, box of 20 Rg: {rich_profile:.4f}")
print(f"uncut threshold with {N} discrete beads: {chiN_bead:.4f}")
print(f"block dispersity tried: {dispersity:.2f}")
print(f"uncut threshold with dispersity: {disperse_diblock:.3f}")
print(f"cut threshold with dispersity: {disperse_cut:.3f}")
print(f"chi*N at {temperature - 30:.0f} K (chi ~ 1/T): {cold:.2f}")
print(f"chi*N at {temperature + 30:.0f} K (chi ~ 1/T): {hot:.2f}")
print(f"excess rms composition, uncut example: {np.sqrt(variance_diblock):.3f}")
print(f"excess rms composition, cut at threshold: {np.sqrt(variance_cut):.3f}")
print(f"Hartree estimate of cut threshold shift: {shift_cut:.2f}")
print(f"uncut variance growth, gap 0.01 to 0.0025: {growth:.2f}")
print("all assertions hold")
```

Output:

```
uncut threshold chi*N: 10.495
uncut critical x = (q Rg)^2: 3.785
cut threshold chi*N: 4.000
ratio of thresholds: 2.624
g at critical x: 0.5825
cross term 4h^2 at critical x: 0.2014
cut-chain chi*N at that same x: 6.867
partition-function check, uncut: 10.495
cut fraction where wavevector reaches 0: 0.665
chi*N at cut fraction 2/3: 6.000
chi*N threshold at cut fraction 0.1: 9.930
chi*N threshold at cut fraction 0.5: 7.352
chi*N threshold at cut fraction 0.8: 5.000
example N: 200 segments
example chi: 0.040
example chi*N: 8.00
segment length b: 0.70 nm
segment volume: 0.15 nm^3
temperature: 450 K
chi*kT: 1.55 meV
Rg of uncut chain: 4.04 nm
critical period of uncut chain: 13.05 nm
N at uncut threshold for this chi: 262.4
N at cut threshold for this chi: 100.0
cut fraction needed for instability: 0.409
peak A fraction, uncut, critical-period box: 0.5000
peak A fraction, cut, same box: 0.7899
coexisting A-rich fraction (Flory-Huggins): 0.9788
peak A fraction, cut, box of 20 Rg: 0.9789
uncut threshold with 200 discrete beads: 10.4934
block dispersity tried: 1.10
uncut threshold with dispersity: 9.700
cut threshold with dispersity: 3.636
chi*N at 420 K (chi ~ 1/T): 8.57
chi*N at 480 K (chi ~ 1/T): 7.50
excess rms composition, uncut example: 0.230
excess rms composition, cut at threshold: 0.222
Hartree estimate of cut threshold shift: 0.79
uncut variance growth, gap 0.01 to 0.0025: 1.96
all assertions hold
```
